\section*{Bruggeman's Two-Thirds Porosity Threshold and Conduction in Connected Porous Silicon}

\section{A skeleton that can be seen through}

Take straight silicon bars of square cross-section, parallel to $z$, in a square array of period $L$. Each bar has width $tL$ with $0<t<1$; the space between the bars is an insulating pore. A uniform field $E_0$ along $z$ drives the current density $\sigma_sE_0$ in the silicon, where $\sigma_s$ is the silicon conductivity. The silicon occupies the area fraction $t^2$, so the porosity and the effective conductivity along the bars are
\begin{equation}
f=1-t^2,\qquad s=t^2\sigma_s=(1-f)\sigma_s .
\end{equation}
For $t=0.3$ the porosity is $0.91$ and $s=0.09\,\sigma_s$. Porosity above two-thirds therefore does not by itself stop a current.

This array is anisotropic: it does not conduct across the bars. A fair comparison with isotropic Bruggeman theory needs a skeleton connected in all three directions, which is treated below. First we find where the theory gets its threshold.

Throughout, conduction is static, linear and local, $\mathbf J=\sigma\mathbf E$, with perfect contact within connected silicon. ``Insulating'' means that the pore conductivity $\sigma_p$ tends to zero.

\section{One sphere in the effective medium}

Symmetric Bruggeman theory represents both phases by spheres. Each sphere, of conductivity $\sigma_i$ and radius $a$, is embedded in a uniform medium of the unknown conductivity $s$, under a far field $E_0$ along $z$. With $\mathbf E=-\nabla\phi$, try
\begin{align}
\phi_{\rm in}&=-E_i r\cos\theta,\\
\phi_{\rm out}&=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.
\end{align}
Both satisfy Laplace's equation, the first is finite at the centre, and the second has the required far field. Continuity of potential at $r=a$ gives
\begin{equation}
E_i=E_0-\frac{B}{a^3}. \label{eq:potential}
\end{equation}
Continuity of the normal current, $\sigma_i\partial_r\phi_{\rm in}=s\,\partial_r\phi_{\rm out}$, gives
\begin{equation}
\sigma_iE_i=s\left(E_0+\frac{2B}{a^3}\right). \label{eq:current}
\end{equation}
Substitute $B/a^3=E_0-E_i$ into the second condition:
\begin{equation}
\sigma_iE_i=s(3E_0-2E_i)
\quad\Longrightarrow\quad
E_i=\frac{3s}{\sigma_i+2s}E_0. \label{eq:inside}
\end{equation}
The dipole coefficient follows from $E_0-E_i$:
\begin{equation}
\frac{B}{a^3}=\frac{\sigma_i-s}{\sigma_i+2s}E_0.
\end{equation}
An insulating sphere in a conducting medium has $E_i=3E_0/2$: current must go round it, and the potential difference across it is larger than across the same length of undisturbed medium.

\section{The effective-medium condition and its physical root}

The medium is chosen so that the embedded spheres produce no dipole on average:
\begin{equation}
f\frac{\sigma_p-s}{\sigma_p+2s}
+(1-f)\frac{\sigma_s-s}{\sigma_s+2s}=0. \label{eq:bruggeman}
\end{equation}
This is the closure assumption of the theory. It replaces the actual surroundings of every grain by the same average medium.

The condition has a direct meaning. Let angle brackets denote the average over the phases with weights $f$ and $1-f$. If $\langle B/a^3\rangle=0$, Eqs.~\eqref{eq:potential} and \eqref{eq:current} give
\begin{equation}
\langle E_i\rangle=E_0,\qquad
\langle\sigma_iE_i\rangle=sE_0. \label{eq:averages}
\end{equation}
Mean field and mean current thus have the ratio required of the effective medium.

To solve Eq.~\eqref{eq:bruggeman}, multiply by the two denominators, which are positive for $s>0$:
\begin{align}
0={}&f\left(\sigma_p\sigma_s+2\sigma_ps-\sigma_ss-2s^2\right)\nonumber\\
&+(1-f)\left(\sigma_p\sigma_s+2\sigma_ss-\sigma_ps-2s^2\right).
\end{align}
The terms in $\sigma_p\sigma_s$ and in $s^2$ have total weight one. Collecting the terms linear in $s$ gives
\begin{equation}
2s^2-bs-\sigma_s\sigma_p=0,\quad
b=(2-3f)\sigma_s+(3f-1)\sigma_p. \label{eq:quadratic}
\end{equation}
For $\sigma_p>0$ the product of the roots is $-\sigma_s\sigma_p/2<0$. There is one positive root,
\begin{equation}
s=\frac{b+\sqrt{b^2+8\sigma_s\sigma_p}}{4}. \label{eq:root}
\end{equation}
Now let $\sigma_p\to0$ at fixed porosity. Below two-thirds, $b\to(2-3f)\sigma_s>0$, and the square root tends to $b$. Hence
\begin{equation}
s\to\frac b2=\sigma_s\left(1-\frac{3f}{2}\right),\qquad f<\frac23. \label{eq:linear}
\end{equation}
At $f=2/3$, $b=\sigma_p$, which is small compared with $\sqrt{8\sigma_s\sigma_p}$, so
\begin{equation}
s\simeq\sqrt{\frac{\sigma_s\sigma_p}{2}}.
\end{equation}
Above two-thirds $b$ is negative in this limit and the numerator of Eq.~\eqref{eq:root} is a small difference. Multiplying numerator and denominator by $\sqrt{b^2+8\sigma_s\sigma_p}-b$ gives
\begin{equation}
s=\frac{2\sigma_s\sigma_p}{\sqrt{b^2+8\sigma_s\sigma_p}-b}
\simeq\frac{\sigma_p}{3f-2},\qquad f>\frac23. \label{eq:stable}
\end{equation}
The last form needs $8\sigma_p\ll(3f-2)^2\sigma_s$, so at fixed $\sigma_p$ it fails close to two-thirds. All three cases combine into the insulating-pore limit
\begin{equation}
s=\sigma_s\max\left(0,\,1-\frac{3f}{2}\right). \label{eq:threshold}
\end{equation}
The negative value of the straight line above $2/3$ is never the physical root. In an implementation, Eq.~\eqref{eq:root} suits $b\geq0$, while the first form in Eq.~\eqref{eq:stable} avoids cancellation for $b<0$.

With $\sigma_p=10^{-9}\sigma_s$, numerical root finding on Eq.~\eqref{eq:bruggeman} gives $0.4000\,\sigma_s$ at $f=0.4$, $2.236\times10^{-5}\sigma_s$ at $f=2/3$ and $2.5\times10^{-9}\sigma_s$ at $f=0.8$. These agree with the three limits.

\section{Why the threshold is at two-thirds}

The current carried by the silicon shows the cause. By Eq.~\eqref{eq:inside}, an embedded silicon sphere carries
\begin{equation}
J_s=\sigma_sE_s=3sE_0\,\frac{\sigma_s}{\sigma_s+2s}<3sE_0.
\end{equation}
A spherical grain can gather less than three times the current density of the medium around it, however well it conducts. With insulating pores, silicon must carry all the current, so $(1-f)J_s=sE_0$. If $s>0$, division by $sE_0$ gives
\begin{equation}
3(1-f)\sigma_s=\sigma_s+2s.
\end{equation}
This is Eq.~\eqref{eq:linear} again, and a positive $s$ requires $1-f>1/3$. The limit of one-third silicon is the inverse of the threefold gathering by a sphere.

The field balance says the same thing. For $f=0.4$ and $s=0.4\,\sigma_s$, the fields in pore and silicon are $1.5E_0$ and $0.667E_0$. Then
\begin{align}
0.4(1.5)+0.6(0.667)&=1.00,\\
0.6(0.667)&=0.40,
\end{align}
which are the mean field in units of $E_0$ and the mean current in units of $\sigma_sE_0$. As $f$ approaches $2/3$ from below, the pores supply $(2/3)(3/2)E_0=E_0$. Nothing is left for the silicon.

Spherical pores are only half of this construction. Suppose instead that they sit in a continuous silicon host. Maxwell's approximation equates the dipole of a large uniform sphere of conductivity $s$, placed in silicon, to the sum of the dipoles of the pores it contains, each taken to feel the same applied field:
\begin{equation}
\frac{s-\sigma_s}{s+2\sigma_s}
=f\,\frac{0-\sigma_s}{0+2\sigma_s}=-\frac f2.
\end{equation}
Multiplying out, $2s-2\sigma_s=-fs-2f\sigma_s$, and therefore
\begin{equation}
s=\sigma_s\frac{2(1-f)}{2+f}
=\sigma_s\left(1-\frac{3f}{2}+\frac{3f^2}{4}+\cdots\right). \label{eq:maxwell}
\end{equation}
This estimate vanishes at $f=1$. It shares the dilute slope $-3/2$ with Bruggeman theory because a single pore then sits in nearly pure silicon in both. The slope at small porosity therefore cannot confirm the threshold. At $f=0.1$, a current calculation for a cubic array of spherical pores with 40 grid cells per period gives $0.853\,\sigma_s$, against $0.857\,\sigma_s$ from Maxwell and $0.850\,\sigma_s$ from Bruggeman. The shortfall is grid error from the stepped pore wall; with the curved wall resolved the value is $0.857\,\sigma_s$, as Maxwell gives.

\section{An isotropic frame above the threshold}

Join square bars along $x$, $y$ and $z$ into a cubic frame of period $L$ and bar width $tL$. A point is silicon if at least two of its three coordinates lie in the intervals of length $tL$. Exactly two do so in the volume fraction $3t^2(1-t)$, and all three in $t^3$. Thus
\begin{equation}
1-f=3t^2-2t^3. \label{eq:frame}
\end{equation}
Cubic symmetry makes the conductivity tensor isotropic, so one field direction suffices.

Two bounds prove that the frame conducts. Write the potential as $-E_0z$ plus a periodic part. Since the current has no divergence, the periodic part contributes nothing to $\int\mathbf J\cdot\mathbf E\,dV$, and the dissipation in a cell is $sE_0^2L^3$. The true potential minimizes
\begin{equation}
\int\sigma|\nabla\phi|^2dV
\end{equation}
at fixed mean field, because the vanishing first variation is $\nabla\cdot(\sigma\nabla\phi)=0$ and the functional is convex.

Removing silicon lowers this functional for every trial potential, and so cannot raise its minimum. Keep only the straight column along $z$ in each cell. Its area fraction is $t^2$, whence $s\geq t^2\sigma_s$.

For an upper bound, use a trial field $g(z)$ that is uniform over each plane normal to $z$. Let $A(z)$ be the silicon area fraction of the plane. Minimizing $\int Ag^2dz$ at fixed $\int g\,dz=E_0L$ makes $Ag=C$ constant, so $C=E_0L/\int dz/A$. The trial dissipation is $\sigma_sL^2C\int g\,dz=\sigma_sL^3CE_0$, and comparison with $sE_0^2L^3$ gives
\begin{equation}
\frac{s}{\sigma_s}\leq\left[\frac1L\int_0^L\frac{dz}{A(z)}\right]^{-1}.
\end{equation}
Here $A=2t-t^2$ over the fraction $t$ of the period, where the transverse bars lie, and $A=t^2$ over the rest. Together,
\begin{equation}
t^2\leq\frac{s}{\sigma_s}\leq
\left[\frac1{2-t}+\frac{1-t}{t^2}\right]^{-1}. \label{eq:bounds}
\end{equation}
The lower bound is positive for every $t>0$, while $f\to1$ as $t\to0$. This class of skeletons has no porosity threshold below one. For thin bars both bounds tend to $t^2$ and $1-f$ to $3t^2$, so $s\to\sigma_s(1-f)/3$: one bar in three lies along the field.

The porosity is two-thirds at $t=0.387$, where the lower bound is already $0.150\,\sigma_s$. The current problem, solved with 40 grid cells per period, gives these values of $s/\sigma_s$:
\begin{center}
\begin{tabular}{cccccc}
$t$ & $f$ & lower & solved & upper & Bruggeman\\
0.5 & 0.500 & 0.250 & 0.314 & 0.375 & 0.250\\
0.4 & 0.648 & 0.160 & 0.192 & 0.229 & 0.028\\
0.3 & 0.784 & 0.090 & 0.103 & 0.120 & 0\\
0.2 & 0.896 & 0.040 & 0.043 & 0.049 & 0
\end{tabular}
\end{center}
For $t=0.3$, refining to 60 cells per period changes the result from $0.1025$ to $0.1029$, or by $0.4\%$ relative to the finer value. Convergence is slow at the re-entrant edges: finer grids extrapolate to $0.1033$, and the tabulated solved values are low by up to $0.002$. The mean current density in the silicon of this frame is $sE_0/(1-f)=4.6\,sE_0$, beyond the limit of $3sE_0$ for an embedded sphere. Continuous bars guide current in a way that the closure does not represent.

Connectivity is what matters here. Remove a layer one-fortieth of a period thick from every $z$ bar of the $t=0.3$ frame, between its joints. The porosity rises only from $0.784$ to $0.786$, but a whole plane is now void and no current can cross it; the solved conductivity along $z$ is below $10^{-7}\sigma_s$. The cut frame still conducts along $x$ and $y$.

\section{The same result with spherical pores}

Now place spherical pores of radius $R$ at the centres of cubic cells of side $L$. For $L/2<R<L/\sqrt2$ neighbouring pores overlap. Every cell edge is at least $L/\sqrt2$ from the nearest pore centre, so the edges remain silicon and form a connected network. At $R=L/\sqrt2$ the pore discs cover the whole midplane, up to isolated points, and the current path closes.

With lengths in units of $L$ and $h=R-\frac12$, the porosity is the sphere volume less six caps:
\begin{equation}
f=\frac{4\pi R^3}{3}-2\pi h^2(3R-h),
\qquad \frac12\leq R\leq\frac1{\sqrt2}.
\end{equation}
At the upper limit $f=0.965$. This is the threshold for this regular lattice, not a universal value.

At $R=0.594$ the porosity is $0.784$, equal to that of the $t=0.3$ frame. The silicon in the midplane has area fraction $0.055$. A point of it is even farther from the pore centre at any other height, so it belongs to a straight silicon column, and $s\geq0.055\,\sigma_s$. The current calculation gives $0.098\,\sigma_s$ with 40 cells per period and $0.100\,\sigma_s$ with 60; both are lowered by the stepped pore wall, and the converged value is about $0.104\,\sigma_s$. Bruggeman theory, with separate spherical grains, gives zero at the same porosity. Maxwell's estimate of $0.155\,\sigma_s$ is too high by about half, so Eq.~\eqref{eq:maxwell} is no reliable replacement for strongly overlapping pores.

\section{Numbers for a mesoporous layer}

Consider the $t=0.3$ frame with period 30 nm and bar width 9 nm, a rough scale for mesoporous p$^+$ silicon. Take a hole density $p=10^{19}$ cm$^{-3}$ and a mobility $\mu=60$ cm$^2$/Vs at 300 K (common bulk fits give about 57 to 73 at this doping). Then
\begin{align}
\sigma_s&=ep\mu=96.1\ \text{S/cm},\\
s&=0.1029\times96.1=9.9\ \text{S/cm},
\end{align}
or a resistivity of $0.10\ \Omega\,$cm. Bruggeman theory predicts zero at this porosity of $78.4\%$. Inverting Eq.~\eqref{eq:linear} with the frame's conductivity would give $f=\frac23(1-0.103)=0.598$, an underestimate of 19 percentage points. Conductivity alone is thus a poor porosity gauge unless the skeleton is known.

The figure of $9.9$ S/cm describes ideal geometry and is not a prediction for an etched layer. Dried porous silicon can be more resistive than its wafer by orders of magnitude. The assumption most clearly at risk is that the wafer's hole density survives. With a rough surface trap density $N_t=10^{12}$ cm$^{-2}$, the four faces of a bar of width $w$ trap the fraction
\begin{equation}
\frac{4wN_t}{pw^2}=\frac{4N_t}{pw}=0.44
\end{equation}
of its holes. This count assumes that every trap is filled. At $N_t=pw/4=2.25\times10^{12}$ cm$^{-2}$ the traps can hold all the holes of a free bar. How many stay free depends on the trap level: a flat-band estimate leaves about a fifth for a level $0.1$ eV above the valence band and under $1\%$ for $0.3$ eV or deeper. Deep traps can thus suppress band conduction by orders of magnitude in a geometrically intact frame. The joints have no free surface, so the frame as a whole reaches this balance at $2.6\times10^{12}$ cm$^{-2}$. Real skeletons also have constrictions and dead ends, which this frame lacks.

Boundary scattering is a further correction. A transport mass of $0.4$ electron masses gives a mean free path $\ell=2.5$ nm, and the rough factor $1/(1+\ell/w)$ is $0.78$. The value depends on the scattering law: for diffuse walls of a square bar it is $0.77$ with a constant relaxation time and about $0.70$ with screened ionized-impurity scattering. With trapping, $9.9\times0.556\times0.78=4.3$ S/cm, or $3.9$ S/cm with the factor $0.70$. This product applies the free-bar trapping to the whole frame. With this single mass the confinement energy is $0.023$ eV; the anisotropic valence bands raise it to about $0.033$ eV for a bar along [001]. Both are comparable to the thermal energy, $0.026$ eV, so bulk bands are a doubtful approximation. With a density-of-states mass of one electron mass, the hole density is $0.40$ of the valence density of states, which makes the thermal speed used for $\ell$ approximate. A free bar holds about 17 dopants, with a relative fluctuation of $24\%$ if they are placed independently.

Two further effects are left out and need not be small. The low permittivity of the pores raises the acceptor ionization energy: the unscreened image estimate for a wire of this cross-section is $0.13$ eV in vacuum and $0.03$ eV in oxide, and free carriers reduce it. The conductance of one free bar is also only about $e^2/h$, so local Ohmic transport is marginal. Effects of the applied field and of heating are smaller under the stated conditions. For 10 mV across a 10 $\mu$m layer, the mean field in the free bars is $1.1\times10^{-5}$ MV/cm, far below a rough silicon breakdown field of $0.3$ MV/cm. The built-in surface field of the trapped charge, $eN_t/\varepsilon$, is much larger, about $0.15$ MV/cm at $N_t=10^{12}$ cm$^{-2}$, though it extends over only a nanometre or two. With a thermal conductivity of $0.01$ W/(cm K) and one face cooled, the temperature rise is $0.05$ K. Operation at 350 K would multiply a phonon-limited mobility by about $0.71$, but at $10^{19}$ cm$^{-3}$ impurity scattering dominates and empirical bulk fits give a factor nearer $0.94$. Tunnelling across a 1 nm gap with a 4 eV barrier carries an exponential factor of $1.3\times10^{-9}$. For valence states, which lie about $5.2$ eV below vacuum, and the $0.75$ nm cut modelled above, the factor is about $3\times10^{-8}$. These are bare-barrier values. A simple image-force estimate raises the second to about $10^{-5}$, and an oxide-filled gap ($4.6$ eV, mass $0.4$) gives about $2\times10^{-4}$. The gap then conducts about $10^{-3}$ as well as the bar or less, so tunnelling does not readily repair a cut bar.

Equation~\eqref{eq:threshold} therefore follows from the closure, in which every grain is a sphere in the same average medium, and not from porosity alone. A hierarchical material, built by adding dilute spheres of both phases on ever larger scales, meets that condition and obeys the equation. Equivalent roles for silicon and pores do not secure it: random polyhedral (Voronoi) grains of the two phases still conduct about $0.04\,\sigma_s$ at $f=0.70$ and stay connected to $f\approx0.85$. For a connected skeleton, the geometry must be given and the current problem solved or bounded, with the surviving carrier density as a separate input.

\section*{Table of computed values}
\begin{verbatim}
Field in insulating sphere / far field: 1.5000
Averages at f=0.4: field 1.0000, current 0.4000
Bruggeman root at f=0.2: 0.70000 sigma_s
Bruggeman root at f=0.4: 0.40000 sigma_s
Bruggeman root at f=0.6: 0.10000 sigma_s
Pore conductivity in limit test: 1.0e-09 sigma_s
Root at f=2/3: 2.236e-05 sigma_s
Root at f=0.8: 2.500e-09 sigma_s
Dilute pores f=0.1: solver 0.8525, Maxwell 0.8571 sigma_s
Frame t=0.5, f=0.500: 0.3136 sigma_s; bounds 0.2500, 0.3750; Bruggeman 0.2500
Frame t=0.4, f=0.648: 0.1916 sigma_s; bounds 0.1600, 0.2286; Bruggeman 0.0280
Frame t=0.3, f=0.784: 0.1025 sigma_s; bounds 0.0900, 0.1195; Bruggeman 0.0000
Frame t=0.2, f=0.896: 0.0434 sigma_s; bounds 0.0400, 0.0486; Bruggeman 0.0000
Frame width/period at f=2/3: 0.3870
Frame t=0.3 on 60^3 grid: 0.1029 sigma_s
Same frame, porosity before cut: 0.7840
Porosity after one-voxel cut: 0.7863
Cut-frame conductivity below 1e-7 sigma_s: True
Spherical pores f=0.784: R/L=0.5939
Spherical-pore skeleton: 0.0981 (40^3), 0.0995 (60^3) sigma_s
Straight-column lower bound: 0.0551 sigma_s
Maxwell estimate at this porosity: 0.1552 sigma_s
Spherical-pore skeleton disconnects at f=0.9651
Period 30 nm; bar width 9 nm; porosity 78.4 %
Hole density 1.0e+19 cm^-3; mobility 60 cm2/Vs; temperature 300 K
Silicon conductivity: 96.13 S/cm
Ideal frame conductivity: 9.89 S/cm
Ideal frame resistivity: 0.1011 ohm cm
Surface traps 1.0e+12 cm^-2: trapped hole fraction 0.444
Undepleted core width: 6.71 nm
Trap density that empties a bar: 2.25e+12 cm^-2
Masses / electron mass: transport 0.4, density of states 1.0
Mean free path 2.52 nm; boundary-scattering factor 0.781
Confinement energy 0.0232 eV; thermal energy 0.0259 eV
Hole density / valence density of states: 0.398
Dopants per free bar: 17.0; relative fluctuation 0.242
Rough conductivity after trapping and boundary scattering: 4.29 S/cm
Tunnelling factor, 1 nm gap and 4 eV barrier: 1.26e-09
Bias 10 mV; layer thickness 10 um
Mean field 1.00e-05 MV/cm; free-bar field 1.14e-05 MV/cm
Thermal conductivity 0.01 W/(cm K); temperature rise 0.049 K
Phonon-limited mobility factor at 350 K (exponent 2.2): 0.712
\end{verbatim}
